\section*{The velocity operator with a nonlocal pseudopotential and gauge agreement in absorption}

\section{The physical question}

Light whose photon energy exceeds the direct gap of a semiconductor lifts electrons from a filled band to an empty one. The coupling can be written with the electric field and the electron's position, or with the vector potential and its velocity. The absorbed energy cannot depend on this choice. In many band calculations, however, the core electrons are replaced by a pseudopotential that acts differently on different angular components of the wave function. Such a potential is nonlocal: its action at $\mathbf r$ depends on the wave function at other points $\mathbf r'$. It then matters whether the velocity is still $\mathbf p/m$.

The electron has charge $-e$ with $e>0$, and Gaussian units are used. The one-electron Hamiltonian is
\begin{equation}
H=\frac{p^2}{2m}+V_{\rm loc}(\mathbf r)+V_{\rm NL},\qquad
(V_{\rm NL}\psi)(\mathbf r)=\int V(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r' .
\label{H}
\end{equation}

\section{Assumptions and theorem}

The electrons are independent, so excitonic and local-field effects are left out, as is spin-orbit coupling. $V_{\rm NL}$ is Hermitian, lattice periodic and short-ranged in $|\mathbf r-\mathbf r'|$. In the length gauge the light leaves $V_{\rm loc}$ and $V_{\rm NL}$ unchanged, and its field is uniform over the electron states (the dipole approximation). It is weak enough for first-order perturbation theory. The valence band $v$ is filled, the conduction band $c$ is empty, and both are nondegenerate at the $\mathbf k$ considered. The field points along $x$; $x$, $p$ and $v$ not in bold denote components along it, except that $p^2=\mathbf p\cdot\mathbf p$ in \eqref{H}.

\textbf{Theorem.} Under these assumptions:

(a) The velocity operator is
\begin{equation}
\mathbf v=\frac{i}{\hbar}[H,\mathbf r]=\frac{\mathbf p}{m}+\mathbf v_{\rm NL},\qquad
\mathbf v_{\rm NL}=\frac{i}{\hbar}[V_{\rm NL},\mathbf r].
\label{v}
\end{equation}

(b) With $\hbar\omega_{cv}=E_c-E_v$, interband elements obey $v_{cv}=i\omega_{cv}x_{cv}$, and the two gauges give the same absorption.

(c) If $\mathbf v_{\rm NL}$ is omitted and $v_{cv}\neq0$, the strength of the transition is multiplied by
\begin{equation}
F=\left|\frac{p_{cv}/m}{v_{cv}}\right|^2=|1-\eta|^2,\qquad \eta=\frac{v_{{\rm NL},cv}}{v_{cv}} .
\label{F}
\end{equation}
Agreement for that transition survives if and only if $|1-\eta|=1$. For real $\eta$ this means $\eta=0$ or $\eta=2$.

\section{Lemma 1: the commutator}

For the kinetic energy, $[p_j,r_i]=-i\hbar\delta_{ij}$ gives
\begin{equation}
\frac{1}{2m}\sum_j[p_j^2,r_i]=\frac{1}{2m}\sum_j\bigl(p_j[p_j,r_i]+[p_j,r_i]p_j\bigr)=-\frac{i\hbar}{m}p_i ,
\end{equation}
and multiplication by $i/\hbar$ gives $p_i/m$. The local potential commutes with $\mathbf r$. For the nonlocal part,
\begin{equation}
([V_{\rm NL},\mathbf r]\psi)(\mathbf r)=\int V(\mathbf r,\mathbf r')\,\mathbf r'\psi(\mathbf r')\,d^3r'-\mathbf r\int V(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r' .
\end{equation}
Hence $\mathbf v_{\rm NL}$ has the kernel
\begin{equation}
\frac{i}{\hbar}V(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r).
\label{kernel}
\end{equation}
It vanishes for a local potential, whose kernel is proportional to $\delta(\mathbf r-\mathbf r')$. This proves (a). Physically, a nonlocal potential transfers amplitude from $\mathbf r'$ to $\mathbf r$, and this transfer contributes to the motion of the mean position.

For a separable potential $V_{\rm NL}=\sum_{\mathbf R}D|\beta_{\mathbf R}\rangle\langle\beta_{\mathbf R}|$, with one real projector at each lattice site $\mathbf R$,
\begin{equation}
[V_{\rm NL},\mathbf r]=\sum_{\mathbf R}D\bigl(|\beta_{\mathbf R}\rangle\langle\beta_{\mathbf R}|\mathbf r-\mathbf r|\beta_{\mathbf R}\rangle\langle\beta_{\mathbf R}|\bigr).
\end{equation}
Writing $\mathbf r=\mathbf R+(\mathbf r-\mathbf R)$, the two terms in $\mathbf R$ cancel. The commutator is therefore lattice periodic, although $\mathbf r$ is not.

\section{Lemma 2: the coupling in the velocity gauge}

In the length gauge a charge $-e$ has
\begin{equation}
H_L=H+e\mathbf E(t)\cdot\mathbf r,\qquad \mathbf E=-\frac1c\frac{d\mathbf A}{dt}.
\end{equation}
Let $\psi_V=\mathcal U\psi_L$ with $\mathcal U=e^{-i\theta}$ and $\theta=e\mathbf A\cdot\mathbf r/\hbar c$. Differentiating $\psi_V$ in time gives
\begin{equation}
H_V=\mathcal U H_L\mathcal U^\dagger+i\hbar\,\dot{\mathcal U}\,\mathcal U^\dagger,\qquad
i\hbar\,\dot{\mathcal U}\,\mathcal U^\dagger=\hbar\dot\theta=\frac ec\dot{\mathbf A}\cdot\mathbf r=-e\mathbf E\cdot\mathbf r ,
\end{equation}
so the field term cancels and $H_V=\mathcal U H\mathcal U^\dagger$. The momentum becomes $\mathcal U\mathbf p\,\mathcal U^\dagger=\mathbf p+\hbar\nabla\theta=\mathbf p+e\mathbf A/c$. The nonlocal kernel acquires the phase of $\mathcal U$ at $\mathbf r$ and that of $\mathcal U^\dagger$ at $\mathbf r'$:
\begin{equation}
V(\mathbf r,\mathbf r')\;\to\;V(\mathbf r,\mathbf r')\,e^{-ie\mathbf A\cdot(\mathbf r-\mathbf r')/\hbar c}.
\label{phase}
\end{equation}
To first order in $\mathbf A$, the kinetic energy contributes $(e/c)\mathbf A\cdot\mathbf p/m$. Expanding the phase contributes the kernel $(e/c)\mathbf A\cdot(i/\hbar)V(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)$, which is $(e/c)\mathbf A\cdot\mathbf v_{\rm NL}$ by \eqref{kernel}. Thus
\begin{equation}
H_V=H+\frac ec\mathbf A\cdot\mathbf v+O(A^2).
\label{HV}
\end{equation}
The $O(A^2)$ terms change an excitation amplitude at second order. They do not enter the probability at order $A^2$, which is the order of linear absorption. Replacing $\mathbf p$ by $\mathbf p+e\mathbf A/c$ while leaving $V_{\rm NL}$ as it was gives the coupling $(e/c)\mathbf A\cdot\mathbf p/m$ instead. That Hamiltonian is not the transform of $H_L$.

\section{Lemma 3: position and velocity between Bloch states}

Write $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ and $\partial=\partial/\partial k_x$. The product rule gives
\begin{equation}
x\,\psi_{v\mathbf k}=-i\,\partial\psi_{v\mathbf k}+i\,e^{i\mathbf k\cdot\mathbf r}\,\partial u_{v\mathbf k}.
\end{equation}
For a packet $\int f(\mathbf k)\psi_{v\mathbf k}\,d^3k$, integrating the first term by parts gives $\int (i\partial f)\psi_{v\mathbf k}\,d^3k$, which stays in the valence band. The second term alone can reach the conduction band, with the element
\begin{equation}
x_{cv}=i\langle u_c|\partial u_v\rangle .
\label{xcv}
\end{equation}
A $k$-dependent phase of $u_v$ adds a multiple of $\langle u_c|u_v\rangle=0$, so it changes the phase of $x_{cv}$ but not its modulus.

For the velocity, define $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. Then
\begin{equation}
\partial H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}(-ixH+iHx)e^{i\mathbf k\cdot\mathbf r}
=\hbar\,e^{-i\mathbf k\cdot\mathbf r}v\,e^{i\mathbf k\cdot\mathbf r}.
\end{equation}
Differentiate $H(\mathbf k)u_v=E_vu_v$ and project on $u_c$. The term in $\partial E_v$ drops out by orthogonality, and $\langle u_c|H(\mathbf k)=E_c\langle u_c|$, so
\begin{equation}
\hbar v_{cv}+E_c\langle u_c|\partial u_v\rangle=E_v\langle u_c|\partial u_v\rangle .
\end{equation}
Since \eqref{xcv} means $\langle u_c|\partial u_v\rangle=-ix_{cv}$,
\begin{equation}
\hbar v_{cv}=-(E_c-E_v)(-ix_{cv})=i(E_c-E_v)x_{cv}.
\label{identity}
\end{equation}
Projecting on $u_v$ instead gives $\hbar v_{vv}=\partial E_v$, and likewise for $c$. The full velocity therefore also fixes the band slopes.

\section{Proof of (b) and (c)}

Take a pulse for which $A$ vanishes before and after. Then $\mathcal U=1$ at both ends, and the two gauges refer to the same initial and final states. First-order perturbation theory in the length gauge gives the amplitude
\begin{equation}
a_L=-\frac{ie}{\hbar}\,x_{cv}\int E(t)e^{i\omega_{cv}t}dt .
\label{aL}
\end{equation}
In the velocity gauge, \eqref{HV} and an integration by parts with vanishing end terms give
\begin{equation}
a_V=-\frac{ie}{\hbar c}\,v_{cv}\int A\,e^{i\omega_{cv}t}dt
=\frac{ie}{\hbar c}\,\frac{v_{cv}}{i\omega_{cv}}\int\dot A\,e^{i\omega_{cv}t}dt
=-\frac{ie}{\hbar}\,\frac{v_{cv}}{i\omega_{cv}}\int E\,e^{i\omega_{cv}t}dt ,
\end{equation}
where $\dot A=-cE$ was used last. By \eqref{identity}, $a_V=a_L$, which proves (b). Omitting the commutator replaces $v_{cv}$ by $p_{cv}/m=v_{cv}-v_{{\rm NL},cv}$. The probability is then multiplied by $|1-\eta|^2$, which proves (c). $\square$

For steady light $E=E_0\cos\omega t$, the resonant half of the perturbation has amplitude $eE_0x_{cv}/2$. With two spins in a volume $\Omega$, the golden rule gives the absorbed power density
\begin{equation}
P=\hbar\omega\,\frac{2}{\Omega}\sum_{\mathbf k}\frac{2\pi}{\hbar}\frac{e^2E_0^2}{4}|x_{cv}|^2\delta(E_c-E_v-\hbar\omega).
\end{equation}
In a medium with dielectric function $\varepsilon_1+i\varepsilon_2$, the displacement is $E_0(\varepsilon_1\cos\omega t+\varepsilon_2\sin\omega t)$. The time average of $E\dot{\mathcal D}/4\pi$, with $\mathcal D$ this displacement, is $\omega\varepsilon_2E_0^2/8\pi$. Equating the two powers,
\begin{equation}
\varepsilon_2(\omega)=\frac{8\pi^2e^2}{\Omega}\sum_{\mathbf k}|x_{cv}|^2\,\delta(E_c-E_v-\hbar\omega).
\label{eps}
\end{equation}
The velocity form has $|v_{cv}|^2/\omega_{cv}^2$ in place of $|x_{cv}|^2$.

\section{Remarks on scope}

\emph{Several transitions at one energy.} If different $\mathbf k$ contribute at the same photon energy, omitting $\mathbf v_{\rm NL}$ multiplies $\varepsilon_2$ by the average of $F$, weighted by their true strengths. Values above and below 1 may then compensate in the sum without being right individually.

\emph{A rigid gap shift.} Suppose all conduction energies are raised by $\Delta$ through the added term $\Delta\sum_{c,\mathbf k}|\psi_{c\mathbf k}\rangle\langle\psi_{c\mathbf k}|$. The states, and hence $x_{cv}$, are unchanged. Applied to the new Hamiltonian, \eqref{identity} gives
\begin{equation}
v_{cv}^{\rm new}=v_{cv}\left(1+\frac{\Delta}{E_c-E_v}\right),
\end{equation}
with the unshifted energies on the right. The shift is itself a nonlocal potential. Using the old velocity with the new energies would break gauge agreement in the same way.

\emph{A truncated basis.} Equation \eqref{identity} follows from differentiating an eigenvalue equation. It therefore holds for a finite plane-wave matrix $H(\mathbf k)$ with a fixed set of reciprocal vectors, provided the velocity is the derivative of that same matrix.

\section{A chain with one projector per cell}

Consider parallel, uncoupled chains of period $a=5$ \AA, each occupying a cross-section $S=25$ \AA$^2$, with light polarized along them. The local potential is $-2U\cos(2\pi x/a)$ with $U=0.5$ eV. Each cell carries $D|\beta\rangle\langle\beta|$ with $D=-2$ eV and
\begin{equation}
\beta(x)=(\pi s^2)^{-1/4}e^{-x^2/2s^2},\qquad s=0.8\ \text{\AA}.
\end{equation}
These are model parameters, not those of a material. The Gaussian integral $b(K)=\int\beta e^{-iKx}dx$ equals $(4\pi s^2)^{1/4}e^{-K^2s^2/2}$. Between plane waves $K$ and $K'$ that differ by a reciprocal vector, all cells contribute equally, so
\begin{equation}
V(K,K')=\frac Da\,b(K)b(K').
\end{equation}
In the double Fourier integral, $\partial_K+\partial_{K'}$ brings down $i(x'-x)$, which is the factor in \eqref{kernel}. With $b'(K)=-s^2Kb(K)$,
\begin{equation}
\hbar v_{\rm NL}(K,K')=(\partial_K+\partial_{K'})V(K,K')=-s^2(K+K')V(K,K').
\label{gauss}
\end{equation}

\emph{Contact limit.} Let $s\to0$ with $Ds$ fixed. For $|K|s,|K'|s\ll1$, $V(K,K')$ tends to a constant, which is the Fourier transform of a local delta potential in each cell. The correction \eqref{gauss} vanishes as $s^2$. The finite range of the projector, and not its strength alone, causes the discrepancy.

\emph{Zone edge with two waves.} At $k=q=\pi/a$ keep only the waves $\pm q$, and let $W=(D/a)b(q)^2$. Since $b$ is even, all four elements of $V_{\rm NL}$ equal $W$, while $V_{\rm loc}$ couples the two waves by $-U$. The even combination has energy $\hbar^2q^2/2m+2W-U$ and the odd one $\hbar^2q^2/2m+U$, so the gap is $2U-2W$ for $W<U$. Between the two states the bare part of $\hbar v$ is $\hbar^2q/m$. By \eqref{gauss} the nonlocal part is $-2s^2qW$. Therefore
\begin{equation}
F=\left(1-\frac{2ms^2W}{\hbar^2}\right)^{-2}.
\end{equation}
In this approximation an attractive projector makes the bare result too small, and a weakly repulsive one makes it too large. Here $b(q)^2=2.20$ \AA\ and $W=-0.88$ eV, so the gap is 2.76 eV and $F=(1+2\times0.64\times0.88/7.62)^{-2}=0.76$. With 21 plane waves the gap is 2.83 eV and $F=0.746$. The differences come from the waves left out.

\section{Reading the numbers}

For the chains, $\Omega^{-1}\sum_k$ becomes $S^{-1}\int dk/2\pi$. The resonances at $k$ and $-k$ contribute equally, so \eqref{eps} reduces to
\begin{equation}
\varepsilon_2=\frac{8\pi e^2}{S}\,\frac{|x_{cv}|^2}{|dE_{cv}/dk|},\qquad E_{cv}=E_c-E_v .
\end{equation}
At a photon energy of 4.5 eV the resonance lies at $k=0.307$ \AA$^{-1}$. Overlaps of neighbouring Bloch states, which make no use of the velocity operator, give $|x_{cv}|=0.789$ \AA\ and $E_{cv}|x_{cv}|=3.550$ eV \AA. The bare momentum supplies 2.902 eV \AA\ and the commutator 0.648 eV \AA, with the same sign, and their sum is 3.550 eV \AA. With the slope $|dE_{cv}/dk|=8.372$ eV \AA,
\begin{equation}
\varepsilon_2=\frac{8\pi\times14.400}{25}\times\frac{0.789^2}{8.372}=1.08 .
\end{equation}
The bare momentum gives 0.72, since $F=(2.902/3.550)^2=0.668$: a third of the absorption is missing. A separate sum over the zone with a narrow Gaussian line also gives 1.08.

\begin{center}
\begin{tabular}{ccccc}
photon energy (eV) & $\eta$ & $\varepsilon_2$, length & $\varepsilon_2$, bare & $F$\\
3.5 & 0.153 & 3.82 & 2.74 & 0.717\\
4.5 & 0.183 & 1.08 & 0.72 & 0.668\\
5.5 & 0.215 & 0.44 & 0.27 & 0.616
\end{tabular}
\end{center}

The full velocity reproduces the length column. From 3.5 to 5.5 eV the bare element falls from 3.84 to 2.27 eV \AA, while the nonlocal one falls only from 0.70 to 0.62 eV \AA. Its share $\eta$ therefore grows. Because $F$ varies with photon energy, no constant factor repairs the bare spectrum.

The bare entries use the correct band slope. Bare momentum would spoil the slope too: at 4.5 eV it gives 7.71 instead of 8.37 eV \AA\ in magnitude.

Two further tests address the cause. With the projector switched off, bare momentum satisfies \eqref{identity} to within $10^{-5}$ eV \AA\ at all 40 sampled $k$ points. With it on, the largest violation is 0.76 eV \AA. Second, a weak 20 fs pulse was followed in time at the 4.5 eV resonance. The Hamiltonian with the phase \eqref{phase} gives an excitation probability of $2.908\times10^{-5}$, against $2.909\times10^{-5}$ from \eqref{aL}. Leaving $V_{\rm NL}$ untransformed gives $1.943\times10^{-5}$. This is 0.668 of the length-gauge value, the factor found from the matrix elements. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
hbar^2/m = 7.61996 eV A^2; e^2 = 14.39965 eV A
period a = 5.0 A; area per chain = 25.0 A^2
U = 0.5 eV; D = -2.0 eV; projector width s = 0.8 A
plane waves: 21; zone edge pi/a = 0.62832 1/A
commutator vs real-space quadrature, max error: 5.6e-15 eV A
gauge-transformed V_NL, max error: 6.3e-15 eV
identity with full velocity, max error: 1.2e-06 eV A
identity with bare momentum, max error: 0.761 eV A
bare momentum, projector off, max error: 6.7e-06 eV A
direct gap at zone edge: 2.8330 eV
strength ratio bare/length at edge: 0.7458
--- photon energy 3.5 eV: resonant k = 0.43975 1/A
|x_cv| = 1.29680 A; E_cv|x_cv| = 4.53880 eV A
|hbar v_cv| full = 4.53880 eV A
|hbar p_cv/m| = 3.84341 eV A
|hbar v_NL,cv| = 0.69540 eV A
v_NL,cv/v_cv = 0.15321
dE_cv/dk = -6.38100 eV A
same slope from bare momentum = -5.81848 eV A
eps2 length = 3.8151; full velocity = 3.8151
eps2 bare momentum = 2.7356; bare/length = 0.7171
--- photon energy 4.5 eV: resonant k = 0.30663 1/A
|x_cv| = 0.78888 A; E_cv|x_cv| = 3.54994 eV A
|hbar v_cv| full = 3.54994 eV A
|hbar p_cv/m| = 2.90173 eV A
|hbar v_NL,cv| = 0.64821 eV A
v_NL,cv/v_cv = 0.18260
dE_cv/dk = -8.37229 eV A
same slope from bare momentum = -7.70552 eV A
eps2 length = 1.0760; full velocity = 1.0760
eps2 bare momentum = 0.7189; bare/length = 0.6681
--- photon energy 5.5 eV: resonant k = 0.19301 1/A
|x_cv| = 0.52544 A; E_cv|x_cv| = 2.88993 eV A
|hbar v_cv| full = 2.88993 eV A
|hbar p_cv/m| = 2.26768 eV A
|hbar v_NL,cv| = 0.62224 eV A
v_NL,cv/v_cv = 0.21531
dE_cv/dk = -9.13164 eV A
same slope from bare momentum = -8.49751 eV A
eps2 length = 0.4377; full velocity = 0.4377
eps2 bare momentum = 0.2695; bare/length = 0.6157
--- zone sum at 4.5 eV, width 0.03 eV: eps2 = 1.0767
pulse: 20.0 fs, peak kappa 2.0e-04 1/A
peak field = 8.988e-04 V/A
excitation, length-gauge first order = 2.90879e-05
excitation, complete velocity gauge = 2.90805e-05
excitation, V_NL left untransformed = 1.94301e-05
untransformed/length = 0.6680
\end{verbatim}
